# Majorana's theorem: spin-j transition probabilities from the spin-1/2 flip probability

A spin $j\ge1$ coupled linearly to a magnetic field has $2j+1$ equally spaced levels. A field that drives one neighbouring pair therefore drives every pair at the same detuning, and no two-level system can be split off. Unless it is 0 or 1, the spin-1/2 flip probability differs from the probability of full reversal of a larger spin. In the rotating-field example below, a spin 1/2 flips with probability $0.726$, while a spin 2 goes from $m=2$ to $m=-2$ with probability $0.278$. The nutation angle $\Omega t$ gives the probabilities at all times only for a resonant drive (off resonance it is right for spin 1/2 only at full cycles, $\Omega t=2\pi n$, where $p=0$): in this detuned example, inserting it into the Wigner matrix gives $0.872$ instead of $0.726$ already for spin 1/2 and misses the spin-2 probabilities $P(2\to-2)$ and $P(-2\to2)$ by $0.30$ each. Without a general relation, the $(2j+1)^2$ amplitudes must be integrated anew for each $j$ and each field history. Majorana's theorem reduces all the probabilities to one number.

## Statement and conventions

In the derivations $\hbar=1$. The basis is $|m\rangle$, $m=j,\dots,-j$, with $J_z|m\rangle=m|m\rangle$, $J_\pm=J_x\pm iJ_y$ and $J_\pm|m\rangle=\sqrt{(j\mp m)(j\pm m+1)}\,|m\pm1\rangle$. The Wigner matrix is $d^j(\beta)=e^{-i\beta J_y}$; it is real because $-iJ_y=-(J_+-J_-)/2$ is a real matrix.

The Hamiltonian is $H(t)=\boldsymbol\omega(t)\cdot\mathbf J$, with $\boldsymbol\omega(t)$ a real, piecewise continuous vector function; for a classical field $\boldsymbol\omega=g\mu_B\mathbf B/\hbar$. The propagators of spin $j$ and of a spin 1/2 with the same $\boldsymbol\omega(t)$ obey

$$i\dot U=\boldsymbol\omega\cdot\mathbf J\,U,\qquad i\dot u=\tfrac12\boldsymbol\omega\cdot\boldsymbol\sigma\,u,\qquad U(t_0)=1,\quad u(t_0)=1.$$

The initial projection $m$ refers to an axis $\mathbf n_i$, the final projection $m'$ to an axis $\mathbf n_f$, and $p$ is the probability that the spin 1/2 goes from $+\frac12$ along $\mathbf n_i$ to $-\frac12$ along $\mathbf n_f$. The theorem states

$$P(m\to m')=\left[d^j_{m'm}(\beta)\right]^2,\qquad \sin^2(\beta/2)=p,\qquad 0\le\beta\le\pi. \tag{1}$$

Since $\sin^2(\beta/2)$ is monotonic on $[0,\pi]$, $p$ fixes $\beta$. The statement assumes a Hamiltonian linear in $\mathbf J$ and a single field history. An added term $c(t)\,1$ multiplies $U$ by $e^{-i\int c\,dt}$ and changes no probability.

## First derivation: polynomials in two variables

### The spin-1/2 propagator

Write $X(t)=-\frac i2\boldsymbol\omega\cdot\boldsymbol\sigma$, so that $\dot u=Xu$ with $X^\dagger=-X$ and $\operatorname{tr}X=0$. Then $\frac{d}{dt}(u^\dagger u)=u^\dagger(X^\dagger+X)u=0$, so $u$ is unitary. From $\det(1+\epsilon X)=1+\epsilon\operatorname{tr}X+O(\epsilon^2)$ follows $\frac{d}{dt}\det u=\operatorname{tr}X\det u=0$, so $\det u=1$. For unit determinant the inverse has the rows $(u_{22},-u_{12})$ and $(-u_{21},u_{11})$. Equating it to $u^\dagger$ gives $u_{22}=u_{11}^*$ and $u_{12}=-u_{21}^*$:

$$u=\begin{pmatrix}a&-b^*\\ b&a^*\end{pmatrix},\qquad |a|^2+|b|^2=1.$$

For both axes along $z$, $p=|b|^2$.

### A map from 2×2 matrices to spin-j matrices

The homogeneous polynomials of degree $2j$ in $x,y$ form a space of dimension $2j+1$ with basis

$$e_m=\frac{x^{j+m}y^{j-m}}{\sqrt{(j+m)!\,(j-m)!}}.$$

For any $2\times2$ matrix $u$ let $D(u)$ be the substitution $x\to u_{11}x+u_{21}y$, $y\to u_{12}x+u_{22}y$. It is linear and preserves the degree, so it has a matrix, $D(u)e_m=\sum_{m'}e_{m'}D_{m'm}(u)$. Applying $D(v)$ and then $D(u)$ sends

$$x\to v_{11}(u_{11}x+u_{21}y)+v_{21}(u_{12}x+u_{22}y)=(uv)_{11}x+(uv)_{21}y,$$

and likewise $y\to(uv)_{12}x+(uv)_{22}y$. A substitution is fixed by its action on $x$ and $y$, hence

$$D(u)D(v)=D(uv),\qquad D(1)=1. \tag{2}$$

Near the identity, $D(1+\epsilon X)f=f\big(x+\epsilon(X_{11}x+X_{21}y),\,y+\epsilon(X_{12}x+X_{22}y)\big)$, and the chain rule gives the generator

$$G(X)=\frac{d}{d\epsilon}D(1+\epsilon X)\Big|_0=X_{11}x\partial_x+X_{21}y\partial_x+X_{12}x\partial_y+X_{22}y\partial_y.$$

On the basis, $\frac12(x\partial_x-y\partial_y)e_m=m\,e_m$, and

$$x\partial_y\,e_m=(j-m)\sqrt{\frac{(j+m+1)!\,(j-m-1)!}{(j+m)!\,(j-m)!}}\,e_{m+1}=\sqrt{(j-m)(j+m+1)}\,e_{m+1}.$$

Exchanging $x$ and $y$ gives $y\partial_x e_m=\sqrt{(j+m)(j-m+1)}\,e_{m-1}$. These are the matrices of $J_z$, $J_+$ and $J_-$. With $\omega_\pm=\omega_x\pm i\omega_y$, the entries of $X$ are $X_{11}=-X_{22}=-i\omega_z/2$, $X_{12}=-i\omega_-/2$, $X_{21}=-i\omega_+/2$, so

$$G(X)=-i\left[\omega_zJ_z+\tfrac12\omega_-J_++\tfrac12\omega_+J_-\right]=-i\,\boldsymbol\omega\cdot\mathbf J, \tag{3}$$

because $\omega_-J_++\omega_+J_-=2\omega_xJ_x+2\omega_yJ_y$; the terms $i\omega_xJ_y$ and $i\omega_yJ_x$ cancel between the two products.

### The propagator

By (2), $D(u(t+\epsilon))=D\big(u(t+\epsilon)u(t)^{-1}\big)D(u(t))$, with $u(t+\epsilon)u(t)^{-1}=1+\epsilon X(t)+o(\epsilon)$. The entries of $D$ are polynomials in the entries of its argument, so the $o(\epsilon)$ term stays $o(\epsilon)$, and (3) gives $i\frac{d}{dt}D(u)=\boldsymbol\omega\cdot\mathbf J\,D(u)$. The difference $W=U-D(u)$ obeys $i\dot W=HW$ with $W(t_0)=0$. Since $H$ is Hermitian, $\frac{d}{dt}\operatorname{tr}W^\dagger W=\operatorname{tr}(iW^\dagger HW-iW^\dagger HW)=0$, and $W$ is continuous across jumps of $\boldsymbol\omega$, so $W=0$:

$$U(t)=D(u(t)). \tag{4}$$

This is an equality of amplitudes, phases included.

### Matrix elements

The substitution turns $x^{j+m}y^{j-m}$ into $(ax+by)^{j+m}(-b^*x+a^*y)^{j-m}$. The monomial $x^{j+m'}y^{j-m'}$ arises when $k$ factors $x$ come from the second bracket and $j+m'-k$ from the first, which then supplies $m-m'+k$ factors $y$. The binomial coefficients are $(j+m)!/[(j+m'-k)!\,(m-m'+k)!]$ and $(j-m)!/[k!\,(j-m-k)!]$. The normalizations of $e_m$ and $e_{m'}$ add the factor $\sqrt{(j+m')!\,(j-m')!}/\sqrt{(j+m)!\,(j-m)!}$. Together,

$$D_{m'm}=N\sum_k\frac{a^{\,j+m'-k}\,b^{\,m-m'+k}\,(-b^*)^k\,(a^*)^{\,j-m-k}}{\Delta_k}, \tag{5}$$

$$N^2=(j+m)!\,(j-m)!\,(j+m')!\,(j-m')!,\qquad \Delta_k=(j+m'-k)!\,(m-m'+k)!\,k!\,(j-m-k)!,$$

with $k$ running over the integers that keep all four arguments non-negative.

Apart from $(-1)^k$, the phase of a term is $[(j+m'-k)-(j-m-k)]\arg a+[(m-m'+k)-k]\arg b=(m+m')\arg a+(m-m')\arg b$, which does not depend on $k$. Set $|a|=c=\cos(\beta/2)$, $|b|=s=\sin(\beta/2)$, $\alpha=\arg b-\arg a$ and $\gamma=-\arg a-\arg b$. The phase is $m'(\arg a-\arg b)+m(\arg a+\arg b)=-\alpha m'-\gamma m$, and

$$U_{m'm}=e^{-i\alpha m'}\,\tilde d_{m'm}\,e^{-i\gamma m},\qquad \tilde d_{m'm}=N\sum_k\frac{(-1)^k\,c^{\,2j+m'-m-2k}\,s^{\,m-m'+2k}}{\Delta_k}. \tag{6}$$

To identify $\tilde d$, apply (4) to $\boldsymbol\omega=\mathbf e_y$ acting for a time $\beta$. Then $U=d^j(\beta)$, and $\sigma_y^2=1$ gives $u=c-i\sigma_ys$, which has $a=c$ and $b=s$. For these values (5) is $\tilde d$, so $\tilde d=d^j(\beta)$. The squared modulus of (6) is (1) for axes along $z$.

### Other axes

For $\mathbf n$ with polar angles $\theta,\phi$ let $r_{\mathbf n}=e^{-i\phi\sigma_z/2}e^{-i\theta\sigma_y/2}$, with first column $(e^{-i\phi/2}\cos\frac\theta2,\,e^{i\phi/2}\sin\frac\theta2)$. The matrix $\mathbf n\cdot\boldsymbol\sigma$ has the rows $(\cos\theta,\,e^{-i\phi}\sin\theta)$ and $(e^{i\phi}\sin\theta,\,-\cos\theta)$. It reproduces this column, by $\cos\theta\cos\frac\theta2+\sin\theta\sin\frac\theta2=\cos\frac\theta2$ and $\sin\theta\cos\frac\theta2-\cos\theta\sin\frac\theta2=\sin\frac\theta2$. The second column is orthogonal to the first and so has eigenvalue $-1$; thus $r_{\mathbf n}^\dagger\,\mathbf n\cdot\boldsymbol\sigma\,r_{\mathbf n}=\sigma_z$. By (2) and (4), $D(r_{\mathbf n})$ is a product of two propagators and is unitary. Differentiating $D(r^\dagger)D(1+\epsilon X)D(r)=D(1+\epsilon r^\dagger Xr)$ with $X=-\frac i2\mathbf n\cdot\boldsymbol\sigma$ gives $D(r_{\mathbf n})^\dagger\,\mathbf n\cdot\mathbf J\,D(r_{\mathbf n})=J_z$. Hence $D(r_{\mathbf n})|m\rangle$ is the state with projection $m$ along $\mathbf n$, unique up to a phase because the spectrum is non-degenerate. The amplitude matrix is $D(r_f)^\dagger UD(r_i)=D(r_f^\dagger ur_i)$. The matrix $r_f^\dagger ur_i$ is unitary with unit determinant and is the spin-1/2 amplitude matrix between the same axes, so (5) and (6) apply to it with $|b|^2=p$.

### Consequences of the explicit sum

Squaring (6) with $c^2=1-p$, $s^2=p$ gives

$$P(m\to m')=N^2\sum_{k,l}\frac{(-1)^{k+l}\,(1-p)^{2j+m'-m-k-l}\,p^{\,m-m'+k+l}}{\Delta_k\Delta_l}. \tag{7}$$

Each exponent is half the sum of two non-negative exponents of (6), and the two add up to $2j$, so $P$ is a polynomial in $p$ of degree at most $2j$.

For $m=j$ the factor $(j-m-k)!$ forces $k=0$, with $\Delta_0=(j+m')!\,(j-m')!$ and $N^2=(2j)!\,\Delta_0$:

$$P(j\to m')=\binom{2j}{j-m'}\,p^{\,j-m'}(1-p)^{\,j+m'}. \tag{8}$$

This is the distribution of the number of flips among $2j$ independent trials of probability $p$. For $|m|<j$ several $k$ can contribute with alternating signs. For $j=1$, $m=m'=0$, $N=\Delta_0=\Delta_1=1$ and $d=c^2-s^2$, so $P(0\to0)=(1-2p)^2$, which vanishes at $p=\frac12$.

Two symmetries follow because the table depends on $u$ through $|b|$ alone. The matrix $u^\dagger$ has lower-left entry $-b$, and $D(u^\dagger)=D(u)^{-1}=D(u)^\dagger$, so $P(m\to m')=P(m'\to m)$. The substitution $D(\sigma_x)$ exchanges $x$ and $y$, so $D(\sigma_x)e_m=e_{-m}$ and $D_{-m',-m}(u)=D_{m'm}(\sigma_xu\sigma_x)$. The matrix $\sigma_xu\sigma_x$ is unitary with unit determinant and lower-left entry $-b^*$, so $P(m\to m')=P(-m\to-m')$. For $j=1$, (8) and the two symmetries give $P(0\to\pm1)=2p(1-p)$.

At leading order in small $p$ and for $m'=m-1$, the term $k=l=0$ has $\Delta_0=(j+m-1)!\,(j-m)!$, and $P(m\to m-1)\simeq(j+m)(j-m+1)\,p$, the squared matrix element of $J_-$ times $p$. At $p=1$ the factor $c$ vanishes, a surviving term needs $j+m'-k=j-m-k=0$, so $m'=-m$, $N=\Delta_k$ and $P(m\to-m)=1$.

## Second derivation: Heisenberg operators and Schur's lemma

### The precession equation

Let $A_k(t)=U^\dagger J_kU$. With $[J_l,J_k]=i\epsilon_{lkn}J_n$ and summation over repeated indices,

$$\dot A_k=iU^\dagger[H,J_k]U=i\,\omega_l\,i\epsilon_{lkn}A_n=\epsilon_{kln}\,\omega_lA_n=\Lambda_{kn}A_n,\qquad \Lambda_{kn}=\epsilon_{kln}\omega_l.$$

The sign change comes from $i\cdot i=-1$ and $\epsilon_{lkn}=-\epsilon_{kln}$. The matrix $\Lambda$ is real and antisymmetric, and $\Lambda\mathbf v=\boldsymbol\omega\times\mathbf v$. Define the real $3\times3$ matrix $R(t)$ by $\dot R=\Lambda R$, $R(t_0)=1$. No $j$ enters this definition; each column of $R$ obeys the classical precession equation $\dot{\mathbf v}=\boldsymbol\omega\times\mathbf v$. Antisymmetry gives $\frac{d}{dt}R^TR=0$, so $R$ is orthogonal, and $\det R=\pm1$ stays at $+1$ by continuity.

The operators $R_{kn}J_n$ obey the same equation as $A_k$ with the same initial value. Their difference $C_k$ obeys $\frac{d}{dt}\operatorname{tr}C_k^\dagger C_k=(\Lambda_{kn}+\Lambda_{nk})\operatorname{tr}C_n^\dagger C_k=0$ and starts at zero, so

$$U^\dagger J_kU=R_{kn}J_n. \tag{9}$$

A unitary $V$ with $V^\dagger\mathbf JV=R\mathbf J$ is said below to carry $R$. If $V_1,V_2$ carry $R_1,R_2$, then $V_2^\dagger V_1^\dagger J_kV_1V_2=(R_1)_{kl}V_2^\dagger J_lV_2=(R_1R_2)_{kn}J_n$, so $V_1V_2$ carries $R_1R_2$. Multiplying $V^\dagger J_kV=R_{kn}J_n$ by $V$ from the left and by $V^\dagger$ from the right gives $J_k=R_{kn}VJ_nV^\dagger$. Hence $VJ_nV^\dagger=(R^{-1})_{nk}J_k$, so $V^\dagger$ carries $R^{-1}$.

### Euler angles and the comparison operator

For a constant $\boldsymbol\omega=\mathbf e_y$ acting for a time $\beta$, (9) says that $e^{-i\beta J_y}$ carries the rotation $R_y(\beta)$, and the precession equation gives $R_y(\beta)\mathbf e_z=(\sin\beta,0,\cos\beta)$. In the same way $e^{-i\alpha J_z}$ carries $R_z(\alpha)$, which turns $\mathbf e_x$ into $(\cos\alpha,\sin\alpha,0)$. Write the unit vector $R\mathbf e_z$ as $(\sin\beta\cos\alpha,\sin\beta\sin\alpha,\cos\beta)$ with $0\le\beta\le\pi$. It equals $R_z(\alpha)R_y(\beta)\mathbf e_z$, so $R_y(\beta)^{-1}R_z(\alpha)^{-1}R$ leaves $\mathbf e_z$ fixed. An orthogonal matrix of determinant $+1$ with this property acts on the $xy$ plane as a plane rotation, $R_z(\gamma)$. Thus $R=R_z(\alpha)R_y(\beta)R_z(\gamma)$, and $V=e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}$ carries $R$.

The unitary $S=UV^\dagger$ carries $RR^{-1}=1$, so it commutes with all $J_k$. Commuting with $J_z$ means $(m'-m)S_{m'm}=0$, so $S$ is diagonal. Commuting with $J_+$ means $(S_{m+1,m+1}-S_{mm})\langle m+1|J_+|m\rangle=0$, and this matrix element is non-zero for $m<j$, so all diagonal entries are equal. This is Schur's lemma for the spin-$j$ multiplet: $S=e^{i\chi}$, and

$$U_{m'm}=e^{i\chi}\,e^{-i\alpha m'}\,d^j_{m'm}(\beta)\,e^{-i\gamma m},\qquad\cos\beta=R_{zz}. \tag{10}$$

The angle $\beta$ comes from $R$ and is the same for every $j$. For $j=\frac12$, $d^{1/2}=\cos\frac\beta2-i\sigma_y\sin\frac\beta2$ has lower-left entry $\sin\frac\beta2$, so $p=\sin^2(\beta/2)$, which is (1) for axes along $z$.

For other axes let $V_{\mathbf n}=e^{-i\phi J_z}e^{-i\theta J_y}$, which carries a rotation $R_{\mathbf n}$ with $R_{\mathbf n}\mathbf e_z=\mathbf n$. Then $V_{\mathbf n}^\dagger\,\mathbf n\cdot\mathbf J\,V_{\mathbf n}=(R_{\mathbf n}^T\mathbf n)\cdot\mathbf J=J_z$, so $V_{\mathbf n}|m\rangle$ has projection $m$ along $\mathbf n$. The amplitude matrix $V_f^\dagger UV_i$ carries $R_f^{-1}RR_i$, the argument above applies to it unchanged, and

$$\cos\beta=1-2p=\mathbf n_f\cdot R\,\mathbf n_i. \tag{11}$$

So $\beta$ is the angle between the final axis and a classical vector that starts along $\mathbf n_i$ and precesses in the field. The diagonal element of (9) for the amplitude matrix, with $\langle m|J_{x,y}|m\rangle=0$, gives the mean final projection

$$\sum_{m'}m'\,P(m\to m')=m\cos\beta=m(1-2p). \tag{12}$$

## What each derivation assumes

Both use a Hermitian $H$ linear in $\mathbf J$, a definite $\boldsymbol\omega(t)$, and uniqueness for a linear differential equation, obtained from a conserved norm. Neither needs the field to be slow, weak, periodic or continuous.

The first derivation builds a concrete model of the multiplet and matches it to the standard matrices. It yields the amplitudes with all phases and the closed sums (6) and (7). The second uses the commutators, the non-degenerate spectrum of $J_z$ and the non-vanishing of the ladder elements; the spin 1/2 enters at the last step, as one more value of $j$. It explains $\beta$ geometrically and gives (12) in one line, but supplies no formula for $d^j$ and leaves $\chi$ open. The open phase is a real loss: after a full turn in a constant field $R=1$, while $u=-1$ and (4) gives $U=(-1)^{2j}$. This sign drops out of (1).

Linearity enters at different places. In the first derivation the generators $G(X)$ span $\mathbf J$ and $x\partial_x+y\partial_y=2j$. A quadratic Zeeman term $qJ_z^2$ lies in this span if $m^2$ is a linear function of $m$ on the spectrum, which holds for the two points of $j=\frac12$, where $qJ_z^2=q/4$, and is impossible for three or more points. In the second, $[J_z^2,J_+]=J_zJ_++J_+J_z$ is quadratic in $\mathbf J$, and for $j\ge1$ the equation for $A_k$ no longer closes. The breakdown of the proofs does not by itself show that (1) fails with such a term. It survives, for instance, when the field and both axes lie along $z$, since then no projection changes; the example below shows a case in which it fails.

For an ensemble of field histories each member obeys (1) with its own $p$. The average of (7) involves moments of $p$ up to order $2j$; for instance $\overline{P(j\to-j)}=\overline{p^{2j}}$, which for $j\ge1$ exceeds $\bar p^{\,2j}$ unless $p$ is sharp, by strict convexity. Equation (12) is linear in $p$ and survives with $\bar p$.

## Worked example: spin 2

Atomic units are unnatural for laboratory fields; the units are µT, µs and rad/µs. The model has $j=2$ and $g=\frac12$, so $g\mu_B/\hbar=0.0439705$ rad/(µs µT).

### Rotating field

Take $\boldsymbol\omega=(\omega_1\cos\omega_dt,\,\omega_1\sin\omega_dt,\,\omega_0)$ and axes along $z$. Put $u=Zv$ with $Z=e^{-i\omega_dt\sigma_z/2}$. The transverse part $\sigma_x\cos\omega_dt+\sigma_y\sin\omega_dt$ has upper-right entry $e^{-i\omega_dt}$, and conjugation with $Z$ multiplies it by $e^{i\omega_dt/2}$ twice, leaving $\sigma_x$. The derivative of $Z$ subtracts $\omega_d\sigma_z/2$. So $i\dot v=\frac12(\delta\sigma_z+\omega_1\sigma_x)v$ with $\delta=\omega_0-\omega_d$. Since $(\delta\sigma_z+\omega_1\sigma_x)^2=\Omega^2=\delta^2+\omega_1^2$,

$$v=\cos\frac{\Omega t}2-i\,\frac{\delta\sigma_z+\omega_1\sigma_x}{\Omega}\sin\frac{\Omega t}2,\qquad p=\frac{\omega_1^2}{\Omega^2}\sin^2\frac{\Omega t}2,$$

as the diagonal $Z$ changes only the phase of $b$. Thus $\sin(\beta/2)=(\omega_1/\Omega)|\sin(\Omega t/2)|$, and $\beta=\Omega t>0$ requires $\delta=0$ and $\Omega t\le\pi$.

With $B_0=100$ µT, $B_1=10$ µT, $\omega_d=4.2$ rad/µs and $t=5$ µs: $\omega_0=4.397050$, $\omega_1=0.439705$, $\delta=0.197050$ and $\Omega=0.481839$ rad/µs. Then $p=0.832757\times0.871787=0.725987$, $s=\sqrt p=0.852049$, $c=0.523463$ and $\beta=2.039773$ rad ($116.87°$), whereas $\Omega t=2.409197$ rad. From (8), $P(2\to-2)=0.725987^4=0.27779$. For $m=1$, $m'=0$, $N=\sqrt{3!\,1!\,2!\,2!}=\sqrt{24}$ and $\Delta_0=\Delta_1=2$, so

$$d^2_{01}=\sqrt6\,c^3s-\sqrt6\,cs^3=0.299362-0.793148=-0.493786,$$

and $P(1\to0)=0.24382$. The rows for $m'=2,1,0,-1,-2$ are

- $m=2$: 0.00564, 0.05975, 0.23744, 0.41939, 0.27779
- $m=1$: 0.05975, 0.27218, 0.24382, 0.00486, 0.41939
- $m=0$: 0.23744, 0.24382, 0.03747, 0.24382, 0.23744

and the rows for $m=-2$ and $m=-1$ are those for $m=2$ and $m=1$ read backwards. The mean from $m=2$ is $2(1-2\times0.725987)=-0.90395$. Numerical integration of the five-level equation agrees with the unrounded values of the table to $2\times10^{-12}$ in absolute probability; with $\Omega t$ in place of $\beta$ the largest absolute error is $0.30$.

Adding $qJ_z^2$ with $q=0.1$ rad/µs leaves $p$ unchanged, but integration gives $P(2\to-1)=0.22942$ and $P(-2\to1)=0.54919$. Any table of the form (1) makes these two equal, so for every $p$ at least one is missed by half their difference, just under $0.16$, or more. The largest absolute error is $0.24$ at the true $p$ and still $0.22$ at the best value on a grid of spacing $0.002$, $p=0.738$. The other symmetry survives here, $P(2\to-2)=P(-2\to2)=0.24862$, because the rotating-frame Hamiltonian $\delta J_z+\omega_1J_x+qJ_z^2$ is constant, real and symmetric, so that its exponential is a symmetric matrix.

For an equal mixture of pulses of 2 µs ($p=0.178833$) and 5 µs, $\bar p=0.452410$. The mean of $P(2\to-2)$ is $(0.725987^4+0.178833^4)/2=0.139406$, against $\bar p^{\,4}=0.041892$. The mean projection from $m=2$ is $0.19036$, equal to $2(1-2\bar p)$.

### Field reversal

Let $B_x=10$ µT and $B_z=-(5\ \text{µT/µs})\,t$ for $|t|\le40$ µs, with $\mathbf n_i$ and $\mathbf n_f$ along the field at the two ends; $\omega_x=0.439705$ rad/µs and $|\omega_z|=8.794100$ rad/µs at the ends. Integration of the spin-1/2 equation gives $p=0.251336$, the probability of failing to follow the field, and $\beta=1.050281$ rad ($60.18°$). The state $m=2$ follows with probability $(1-p)^4=0.748664^4=0.31416$ and ends in $m'=-2$ along the final field with $p^4=0.00399$. Since the field has almost reversed, it is the state that follows the field which turns over in space, while $m'=-2$ points nearly along the initial axis. The state $m=1$ is almost emptied, $P(1\to1)=0.00002$. Equation (6) accounts for this: $N=6$, $\Delta_0=6$ and $\Delta_1=2$ give $d^2_{11}=c^4-3c^2s^2=(1-p)(1-4p)$, and $1-4p=-0.005346$ (from the unrounded $p=0.2513365$), since $p$ happens to lie close to the zero at $\frac14$. The five-level integration agrees to $8\times10^{-11}$. For $j=1,\frac32,2,\frac72$ and an irregular three-component field that jumps once, the numerical check also covers (5) to (8) and (12) with axes along $z$, and (1) with tilted axes.

## Values computed for the example and the checks

```
irregular field: p (z axes) = 0.082047, p (tilted axes) = 0.612708
  j=1.0 max error: amplitude 2e-12, P 9e-12, P tilted 7e-12
  j=1.5 max error: amplitude 4e-12, P 1e-11, P tilted 6e-12
  j=2.0 max error: amplitude 5e-12, P 1e-11, P tilted 7e-12
  j=3.5 max error: amplitude 1e-11, P 1e-11, P tilted 6e-12
A: j = 2, g = 0.5, g*muB/hbar = 0.0439705 rad/(us uT)
B0 = 100 uT, B1 = 10 uT, drive = 4.2 rad/us, t = 5 us
w0 = 4.397050, w1 = 0.439705 rad/us
detuning = 0.197050, Omega = 0.481839 rad/us
w1^2/Omega^2 = 0.832757, sin^2(Omega t/2) = 0.871787
p closed form = 0.725987, p integrated = 0.725987
beta = 2.039773 rad = 116.870 deg
cos(beta/2) = 0.523463, sin(beta/2) = 0.852049
P(m->m') from d^2, columns m' = 2 1 0 -1 -2
  m=+2: 0.00564 0.05975 0.23744 0.41939 0.27779
  m=+1: 0.05975 0.27218 0.24382 0.00486 0.41939
  m=+0: 0.23744 0.24382 0.03747 0.24382 0.23744
  m=-1: 0.41939 0.00486 0.24382 0.27218 0.05975
  m=-2: 0.27779 0.41939 0.23744 0.05975 0.00564
max |integrated - d^2| = 2e-12
d_{0,1}: terms 0.299362 -0.793148, sum -0.493786, square 0.243825
mean m' from m=2: integrated -0.903947, 2(1-2p) = -0.903947
Omega t = 2.409197 rad; max error of d^2 at that angle = 0.2998
with q Jz^2, q = 0.1 rad/us:
  m=+2: 0.10317 0.18868 0.23010 0.22942 0.24862
  m=-2: 0.24862 0.54919 0.15861 0.03448 0.00910
  max error at true p = 0.2412
  best p = 0.738 still has max error 0.2222
mixture of 2 and 5 us: p(short) = 0.178833, mean p = 0.452410
  mean P(2->-2) = 0.139406, (mean p)^4 = 0.041892
  mean m' from m=2 = 0.190359, 2(1-2 mean p) = 0.190359
B: Bx = 10 uT, Bz = -5 uT/us * t, |t| <= 40 us
wx = 0.439705 rad/us, |wz| at ends = 8.794100 rad/us
p integrated = 0.251336
beta = 1.050281 rad = 60.177 deg
  m=+2: 0.31416 0.42187 0.21244 0.04755 0.00399
  m=+1: 0.42187 0.00002 0.27924 0.25133 0.04755
  m=+0: 0.21244 0.27924 0.01664 0.27924 0.21244
max |integrated - d^2| = 8e-11
```
